Phase error of a Sawyer-Tower circuit loaded by an oscilloscope

**The problem**

A Sawyer-Tower circuit measures the charge on a thin-film capacitor. The sample, of capacitance Cx, is in series with a known sense capacitor Cs, and a generator drives the pair with a sinusoidal voltage Vin. An oscilloscope reads the voltage Vs across Cs, and the product Cs Vs is taken to be the charge on the sample.

The oscilloscope has an input resistance R, which lies in parallel with Cs. Take Cs = 10 nF, R = 1 Mohm and a frequency f = 100 Hz. The sample is linear and lossless, and Cx is much smaller than Cs. The generator is ideal, and the start-up transient has died out.

(a) Find the phase and amplitude of the apparent charge Cs Vs relative to the true charge Q.

(b) Find the phase of Vs relative to the drive voltage Vin. Where does it matter that the sample is small?

(c) The sample is a non-ferroelectric hafnia film of thickness 10 nm and relative permittivity 20, under a round pad of diameter 100 µm. The drive amplitude is 1 V. Find the sense voltage and the true and apparent charge densities.

(d) What does the plot of apparent charge against sample voltage look like, and in which direction is it traced?

(e) Which neglected effects could noticeably change the lead of Vs over the sample voltage?

**Hints**

1. Apply current conservation at the node between the two capacitors. The current arriving through the sample has two ways to ground.

2. Write each sinusoidal quantity as the real part of a complex amplitude times exp(iωt), with ω = 2πf. A time derivative becomes a factor iω, and a positive phase means a lead.

3. For (b), the voltage across the sample is not Vin but Vx = Vin − Vs.

4. For (d), start from Vx proportional to cos ωt and look at the moment when Vx falls through zero. The sign of the apparent charge there gives the direction.

5. For (e), ask of each effect whether it changes the product R Cs, or adds a current through the sample in phase with its voltage.

**Solution**

**(a) Apparent and true charge**

The current through the sample is dQ/dt. At the sense node it divides between the capacitor Cs and the resistance R:

dQ/dt = Cs dVs/dt + Vs/R

Call the apparent charge Qa = Cs Vs, so that Vs = Qa/Cs, and define τ = R Cs. Then

dQ/dt = dQa/dt + Qa/τ  (1)

Without the resistor the last term is absent and Qa follows Q, apart from a constant. With it, the charge on the sense capacitor leaks away while it is being measured.

In complex amplitudes, equation (1) reads

iω Q = (iω + 1/τ) Qa

Solve for the ratio, then multiply numerator and denominator by τ:

Qa/Q = iω/(iω + 1/τ) = iωτ/(1 + iωτ)

Dividing numerator and denominator by iωτ, and using 1/i = −i, gives

Qa/Q = 1/[1 − i/(ωτ)]

Now define an angle φ between 0 and 90 degrees by

tan φ = 1/(ωτ) = 1/(ωR Cs)  (2)

The denominator becomes

1 − i tan φ = (cos φ − i sin φ)/cos φ = exp(−iφ)/cos φ

and therefore

Qa/Q = cos φ exp(iφ)  (3)

The apparent charge leads the true charge by φ, and its amplitude is too small by the factor cos φ. For a linear, lossless sample Q = Cx Vx with a real, positive Cx. The charge is then in phase with the sample voltage, so φ is also the lead of Vs over Vx.

The numbers are

τ = 10⁶ ohm × 10⁻⁸ F = 10 ms

ωτ = 628.32 s⁻¹ × 0.010 s = 6.283

tan φ = 1/6.283 = 0.1592

φ = 9.04 degrees

The phase error is thus about 9 degrees. Integrating the circuit equation in time, from an uncharged sense capacitor until the transient is gone, gives the same lead, as the numerical output below shows.

Equation (2) has a direct meaning. The resistor carries a current of amplitude |Vs|/R and the sense capacitor one of amplitude ωCs|Vs|, so tan φ is the ratio of the two. Here the oscilloscope takes a current equal to 16% of that in the capacitor, a quarter of a period out of step with it. Such an addition mainly turns the phase. The amplitude factor cos φ = 0.9876 differs from 1 by about φ²/2, with φ in radians, which is second order in the small angle. An amplitude error of 1.2% therefore accompanies a phase error of 9 degrees, and a calibration that compares amplitudes alone could miss most of the fault.

**(b) Phase relative to the drive voltage**

Cx did not enter equation (2), so the result of (a) holds for a linear, lossless sample of any size. The size matters when the drive voltage is used as the reference. Insert Q = Cx(Vin − Vs) into the current balance:

iωCx(Vin − Vs) = (iωCs + 1/R) Vs

Move the Vs term on the left to the right-hand side:

iωCx Vin = [iω(Cs + Cx) + 1/R] Vs

Multiply by R and solve:

Vs/Vin = iωR Cx/[1 + iωR(Cs + Cx)]  (4)

The numerator has phase 90 degrees and the denominator has phase arctan[ωR(Cs + Cx)]. Since 90° − arctan x = arctan(1/x) for positive x, Vs leads Vin by

φ_in = arctan{1/[ωR(Cs + Cx)]}  (5)

When Cx is much smaller than Cs, this tends to φ. For the film in (c), Cx/Cs = 0.0139 and φ_in = 8.92 degrees, so it hardly matters which voltage is put on the horizontal axis.

For a sample as large as the sense capacitor, with R, Cs and f unchanged, φ_in is 4.55 degrees, while the lead over Vx is still 9.04 degrees. The smaller angle does not mean a better charge measurement. The sample voltage now lags the drive by the difference of the two angles, about 4.5 degrees, so Vin has become a poor substitute for Vx.

The same balance gives the duration of the transient. With Vin held constant, it reduces to (Cs + Cx) dVs/dt = −Vs/R, so a disturbance decays with the time constant R(Cs + Cx), here 10.1 ms. After five time constants, about five periods of the drive, less than 1% of it remains.

**(c) The hafnia film**

The pad area is π(50 µm)² = 7.854 × 10⁻⁵ cm². With ε₀ = 8.854 × 10⁻¹⁴ F/cm and a thickness of 10⁻⁶ cm,

Cx = ε₀ εr A/d = 8.854 × 10⁻¹⁴ × 20 × 7.854 × 10⁻⁵/10⁻⁶ F = 139 pF

For the sense voltage, take the magnitude of equation (4). The two products needed are

ωR Cx = 6.283 × 0.0139 = 0.0874

ωR(Cs + Cx) = 6.283 × 1.0139 = 6.371

so that

|Vs| = 1 V × 0.0874/√(1 + 6.371²) = 13.6 mV

The sample voltage follows from equation (3), which says Cs|Vs| = Cx|Vx| cos φ:

|Vx| = |Vs|/[(Cx/Cs) cos φ] = 0.01355 V/(0.0139 × 0.9876) = 0.987 V

The amplitude of the true charge density is

Cx|Vx|/A = 139.1 pF × 0.987 V/(7.854 × 10⁻⁵ cm²) = 1.75 µC/cm²

and that of the apparent charge density is 0.9876 times this, or 1.73 µC/cm² (1.725 before rounding). These are electrode charges per area. The polarization is smaller by the vacuum part ε₀E, which is one twentieth of the total for a relative permittivity of 20.

**(d) The false loop**

Let Vx = V₀ cos ωt and Q = Q₀ cos ωt. Plotted against each other, these give a straight line. By equation (3) the apparent charge is instead

Qa = Q₀ cos φ cos(ωt + φ)

Expanding the second cosine gives

Qa = Q₀ cos²φ cos ωt − Q₀ sin φ cos φ sin ωt

The first term is proportional to Vx and gives a sloping line. The second is a quarter of a period out of step and opens the line into an ellipse.

When Vx falls through zero, ωt = π/2 and

Qa = −Q₀ sin φ cos φ

Using sin φ cos φ = tan φ cos²φ = 0.1592 × 0.9876² = 0.155, the false remanent charge density is −0.155 × 1.747 = −0.27 µC/cm². It is negative on the falling branch, where a ferroelectric that has just been polarized by a positive voltage would show a positive value.

With voltage horizontal and charge vertical, the ellipse is therefore traced clockwise. Its signed area confirms this. From the expression for Qa,

dQa/dt = −ωQ₀ cos φ (sin ωt cos φ + cos ωt sin φ)

Multiply by V₀ cos ωt and integrate over one period. The product sin ωt cos ωt integrates to zero, and cos²ωt integrates to π/ω. Hence

∮ Vx dQa = −π V₀ Q₀ sin φ cos φ  (6)

With Q₀ = 139.1 pF × 0.987 V = 137 pC, this is −66 pJ per cycle. The integral ∮ Vx dQ with the true charge is the energy that the sample takes up in a cycle, and it cannot be negative for a passive sample in a steady state. A net clockwise loop thus points to the measuring circuit. A counterclockwise loop does not clear the circuit, because the false lead may be hidden under a larger real loss.

**(e) The model beside a real measurement**

The film parameters are rough typical values for non-ferroelectric hafnia, and the sizes below rest on rough assumed inputs. The peak field is 0.99 MV/cm, against an assumed breakdown field of 4 MV/cm. With a DC-coupled oscilloscope and a sense capacitor of negligible loss, two of the effects considered matter most. A real film has dielectric loss, and a loss tangent of 0.01 lowers the lead over the sample voltage to 8.47 degrees; the lead over the true charge stays at φ, as Variation 1 shows. A sense capacitor 5% below its nominal value, through tolerance or temperature, raises φ by 0.47 degrees. A value of R that is 5% low does the same, since equation (2) contains only the product R Cs. Cable and oscilloscope capacitance of 115 pF adds to Cs and lowers φ by 0.10 degrees. A generator resistance of 50 ohm turns the phase of the drive by only about 2.5 × 10⁻⁴ degrees, and it leaves the lead over the sample voltage unchanged.

Two faults of the sense arm can be as large or larger. A loss tangent tan δs of the sense capacitor is a conductance in parallel with R, so tan φ = 1/(ωR Cs) + tan δs. This raises the lead by 0.06, 0.56 and 1.39 degrees for tan δs = 0.001, 0.01 and 0.025. AC coupling puts a capacitor Cc in series with R, and the displayed voltage then leads the charge by an angle with tangent (1 + Cs/Cc)/(ωR Cs). That is 14.5 degrees for an assumed Cc = 16 nF and 9.9 degrees for 100 nF.

Leakage through the film is a current in phase with Vx. An assumed density of 10⁻⁷ A/cm² at the peak field compares with a displacement current density ωQ₀/A = 1.1 × 10⁻³ A/cm². Their ratio is an angle of 0.005 degrees.

Direct tunnelling is smaller still for the barrier assumed here. For a barrier Φ = 2 eV and a tunnelling mass m* of 0.2 electron masses, the WKB transmission at the Fermi level is exp(−S), with

S = (2/ħ) ∫ √{2m*[Φ − eV₀ x/d]} dx = 56.0

where x runs from 0 to d. Treat the emitting electrode as a free-electron metal at zero temperature with Fermi energy E_F = 5 eV. Electrons within eV₀ of the Fermi level can contribute, and none is transmitted better than one moving straight at the barrier with the Fermi energy. The current density is then at most

[e m E_F eV₀/(2π²ħ³)] exp(−S) = 8.0 × 10¹⁰ A/cm² × exp(−56.0) = 4 × 10⁻¹⁴ A/cm²

where m is the electron mass. The WKB form omits a prefactor, about 3.8 here, but the bound is generous: summing the exact transmission over all electrons gives about 2 × 10⁻¹⁷ A/cm² at zero temperature and 3 × 10⁻¹⁷ A/cm² at 300 K. These values belong to the assumed barrier, without image-force lowering, and depend exponentially on it. For Φ = 1.5 eV and m* = 0.1 electron masses the current rises to about 3 × 10⁻⁷ A/cm², above the assumed leakage. Conduction through defects is not part of it and has to be covered by the leakage estimate above.

A ferroelectric hafnia capacitor breaks the assumption of linearity, and its hysteresis also makes it lossy. Equation (1) still holds, but the charge then contains harmonics. The nth harmonic has frequency nω, so its phase error obeys tan φₙ = 1/(nωτ), and a single rotation by 9 degrees no longer describes the distortion of the loop.

**Variation 1: a sample with loss**

Let the sample have a conductance G in parallel with Cx. What lead is observed, and when does the loop close?

The sample current is (G + iωCx)Vx. Dividing by iω gives the charge that has passed through the sample:

Q = Cx Vx(1 − i tan δ), with tan δ = G/(ωCx)

It lags Vx by δ. Equation (1) holds for this Q, so

Qa/(Cx Vx) = (1 − i tan δ)/(1 − i tan φ)

The observed lead is φ − δ. For tan δ = 0.01, δ is 0.57 degrees and the lead is 9.04 − 0.57 = 8.47 degrees, the value used in (e).

The loop closes when tan δ = tan φ = 0.159. The ratio above is then 1, and a decidedly lossy sample looks like an ideal capacitor. The condition G/(ωCx) = 1/(ωR Cs) reduces to Cx/G = R Cs, which says that both arms of the divider have the same time constant. The frequency has dropped out, so if G and Cx do not depend on frequency, the loop stays closed when f is changed. If instead the loss tangent is roughly constant, as in many real dielectrics, the loop closes at one frequency only: with tan δ = 0.159 the lead is +48.8 degrees at 10 Hz and −8.1 degrees at 1 kHz. A straight line on the screen is therefore no proof of a lossless sample, unless φ is known to be small.

**Variation 2: reducing the error to one degree**

What must be changed to bring φ down to 1 degree, and what happens at 10 Hz?

Equation (2) requires ωR Cs = 1/tan 1° = 57.3. With R and Cs fixed, f = 57.3/(2π × 0.010 s) = 912 Hz. With f = 100 Hz and Cs fixed, R must be 9.1 Mohm; an input of 10 Mohm gives 0.91 degrees. A buffer amplifier of high input resistance can provide this, whereas a passive probe that divides by ten also reduces the signal tenfold and must be compensated; with 115 pF of cable and oscilloscope capacitance, a compensation capacitor 10% off moves the lead by about 0.37 degrees. These figures assume a lossless Cs: a loss tangent of 0.01 in it raises 0.91 degrees to 1.48. With f and R fixed, Cs must be 91 nF, and the sense voltage of the film drops to about 1.5 mV. Raising the frequency suits a linear sample, but it may change the response of a ferroelectric under study.

At 10 Hz with the original components, ωτ = 0.628 and φ = 57.9 degrees. In the limit of small ωτ, the term Qa/τ dominates the right-hand side of equation (1), and Qa approaches τ dQ/dt. The circuit then measures the sample current instead of its charge.

If the components cannot be changed, the record can be corrected. Integrating equation (1) from the start of the record gives

Q(t) = Qa(t) + (1/τ) ∫ Qa dt + constant

This does not assume a linear sample. It does require a known τ and a record free of voltage offset, because a constant offset in Qa integrates to a steady drift.

Computed results

```
frequency                            100 Hz
oscilloscope resistance              1 Mohm
sense capacitance                    10 nF
film thickness                       10 nm
relative permittivity                20
pad diameter                         100 um
pad area                             7.854e-05 cm2
drive amplitude                      1.00 V
sample capacitance                   139.1 pF
Cx/Cs                                0.0139
angular frequency                    628.32 rad/s
time constant R*Cs                   10.00 ms
w*R*Cs                               6.2832
resistor/capacitor current           0.1592
lead over Vx, formula                9.043 deg
lead over Vx, simulated              9.043 deg
lead over Vin, formula               8.921 deg
lead over Vin, simulated             8.921 deg
apparent/true charge amplitude       0.9876
sample voltage amplitude             0.9866 V
sense voltage amplitude              13.55 mV
true charge density amplitude        1.747 uC/cm2
apparent charge density amplitude    1.725 uC/cm2
false remanence, Vx falling          -0.271 uC/cm2
false loop area (signed)             -66.02 pJ
Cx=Cs: lead over Vx                  9.043 deg
Cx=Cs: lead over Vin                 4.550 deg
lead at 10 Hz, 1 Mohm                57.86 deg
lead at 1000 Hz, 1 Mohm              0.912 deg
lead at 100 Hz, 10 Mohm              0.912 deg
frequency for 1 deg lead             912 Hz
assumed sample loss tangent          0.01
lead with this loss                  8.470 deg
loss tangent that closes loop        0.1592
peak field                           0.987 MV/cm
assumed breakdown field              4 MV/cm
displacement current density         1.10e-03 A/cm2
assumed leakage density              1e-07 A/cm2
phase from leakage                   0.0052 deg
assumed barrier, Fermi energy        2.0, 5.0 eV
assumed tunnelling mass              0.2 electron masses
WKB exponent                         56.0
tunnelling supply factor             8.0e+10 A/cm2
tunnelling current bound             4e-14 A/cm2
assumed cable + scope capacitance    115 pF
phase shift from it                  -0.101 deg
phase shift if Cs is 5% low          +0.467 deg
assumed generator resistance         50 ohm
phase from generator resistance      2.5e-04 deg
```
